# Spin-crossover temperature: separating spin degeneracy from vibrational softening

For independent complexes that can be low-spin (L) or high-spin (H), the temperature at which half of them are high-spin at equilibrium satisfies

$$
T_{1/2}=\frac{\Delta H(T_{1/2})}{\Delta S(T_{1/2})},\qquad
\Delta S(T)=R\ln\frac{g_H}{g_L}+\Delta S_{\rm vib}(T).
$$

Here $\Delta$ means H minus L, per mole, and $g=2S+1$ is the spin degeneracy. The first entropy term counts spin states. The second comes from the softer metal-ligand vibrations of the high-spin state. The equation is implicit, because the vibrations make both $\Delta H$ and $\Delta S$ depend on temperature. Softening also changes $\Delta H$ as well as $\Delta S$. The entropy separates into two additive parts, but the crossover temperature does not.

The derivation uses the following model. Each spin state has one potential minimum with harmonic vibrations about it, and the two states have the same number of modes. The minima differ in electronic energy by $\Delta E_{\rm el}=E_H-E_L>0$. Orbital degeneracy is taken to be quenched, and the splitting of the spin levels to be small compared with $kT$; both points are examined below. Rotation, anharmonicity, the pressure-volume term and interactions between complexes are left out. Enthalpy and internal energy differences are then equal, and hysteresis lies outside the model.

At equilibrium every quantum level is occupied in proportion to its Boltzmann weight. The ratio of the total populations is therefore the ratio of the partition functions,

$$
K=\frac{N_H}{N_L}=\frac{Z_H}{Z_L}=e^{-\Delta G/RT},\qquad
\gamma=\frac{N_H}{N_H+N_L}=\frac{K}{1+K}.
$$

Setting $\gamma=1/2$ gives $K=1$ and hence $\Delta G=0$. This is equality of two total populations, each spread over many levels. It does not mean that a single high-spin level is as populated as a single low-spin level.

A mode of wavenumber $\nu$ has the levels $hc\nu(n+1/2)$. With $\theta=hc\nu/k$ and $x=\theta/2T$, its partition function is a geometric series:

$$
z=\sum_{n=0}^{\infty}e^{-2x(n+1/2)}
=\frac{e^{-x}}{1-e^{-2x}}=\frac{1}{2\sinh x}.
$$

Its molar free energy is $F=-RT\ln z=RT\ln(2\sinh x)$. Independent modes contribute additively, and $g$ equal-energy spin states contribute $-RT\ln g$. The factors of 2 cancel in the difference between the two states, so

$$
\Delta G=\Delta E_{\rm el}-RT\ln\frac{g_H}{g_L}
+RT\sum_i\ln\frac{\sinh x_{H,i}}{\sinh x_{L,i}}.
$$

The index $i$ pairs one mode of each state. The pairing is bookkeeping, since the sum depends only on the two sets of frequencies.

The entropy follows from $S=-dF/dT$. Because $dx/dT=-x/T$,

$$
\frac{dF}{dT}=R\ln(2\sinh x)+RT\coth x\left(-\frac{x}{T}\right),
$$

and therefore

$$
S_{\rm vib}=R\left[x\coth x-\ln(2\sinh x)\right],\qquad
U_{\rm vib}=F+TS_{\rm vib}=RT\,x\coth x .
$$

Summing over modes and taking differences gives $\Delta H=\Delta E_{\rm el}+\Delta U_{\rm vib}$ and the entropy difference stated at the start. The condition $0=\Delta H-T\Delta S$ is then the quoted ratio. Both of its members must be evaluated at the crossover temperature itself.

A solution exists and is unique under three sufficient conditions: $g_H>g_L$, every paired mode softens, and the energy difference at absolute zero is positive. The last quantity includes the zero-point energies,

$$
\Delta E_0=\Delta E_{\rm el}+\frac R2\sum_i(\theta_{H,i}-\theta_{L,i}).
$$

To see why, differentiate the entropy of one mode with respect to $x$:

$$
\frac{1}{R}\frac{dS_{\rm vib}}{dx}
=\coth x-\frac{x}{\sinh^2x}-\coth x
=-\frac{x}{\sinh^2x}<0.
$$

A lower frequency thus means a higher entropy at the same temperature, and $\Delta S\ge R\ln(g_H/g_L)>0$. Since $d\Delta G/dT=-\Delta S$, the free energy difference falls steadily. It starts at $\Delta E_0>0$ and stays below the line $\Delta E_0-RT\ln(g_H/g_L)$ for $T>0$, which eventually becomes negative. It must cross zero once, and cannot return.

If instead $\Delta E_0<0$ with the other two conditions kept, the high-spin state is already favoured at absolute zero and there is no crossover. If some modes stiffen, $\Delta S$ may lose its definite sign. The condition $\Delta G=0$ still defines any crossover, but this proof of uniqueness no longer applies.

When the temperature is high compared with all the $\theta$, the vibrational entropy takes a simple form. From $\sinh x=x(1+x^2/6+\cdots)$,

$$
\ln\sinh x=\ln x+\frac{x^2}{6}+O(x^4).
$$

Inserting $x=\theta/2T$ gives

$$
\Delta G\approx\Delta E_{\rm el}-T\Delta S_{\rm cl}-\frac CT,
$$

$$
\Delta S_{\rm cl}=R\ln\frac{g_H}{g_L}
+R\sum_i\ln\frac{\nu_{L,i}}{\nu_{H,i}},\qquad
C=\frac{R}{24}\sum_i(\theta_{L,i}^2-\theta_{H,i}^2).
$$

The logarithm of the frequency ratio is the classical softening entropy: a flatter well gives the nuclei more accessible phase space. To the same order, differentiation gives

$$
\Delta S\approx\Delta S_{\rm cl}-\frac{C}{T^2},\qquad
\Delta H=\Delta G+T\Delta S\approx\Delta E_{\rm el}-\frac{2C}{T}.
$$

For softening modes $C>0$. The quantum correction therefore reduces the entropy gain, which by itself would raise $T_{1/2}$, but to this order it reduces the enthalpy cost by twice as much as it reduces $T\Delta S$. The net effect is a lower $\Delta G$ and a lower crossover temperature. This direction does not depend on the expansion. The derivative of $\ln(\sinh x/x)$ is $\coth x-1/x$, which is positive because $\tanh x<x$ for $x>0$. Softening thus makes the full $\Delta G$ smaller than its classical form at every finite temperature, and $T_{1/2}<\Delta E_{\rm el}/\Delta S_{\rm cl}$.

Setting the truncated $\Delta G$ to zero and multiplying by $-T$ gives $\Delta S_{\rm cl}T^2-\Delta E_{\rm el}T+C=0$. The useful root is

$$
T_{1/2}\approx
\frac{\Delta E_{\rm el}+\sqrt{\Delta E_{\rm el}^2-4C\Delta S_{\rm cl}}}
{2\Delta S_{\rm cl}},
$$

because it reduces to the classical estimate when $C\to0$. The other root tends to zero temperature, where the expansion is invalid. A negative number under the square root means only that the truncated equation has no real solution. It does not decide whether the full equation has one; for softening modes with $g_H>g_L$, the sign of $\Delta E_0$ does.

In the opposite limit all modes are frozen at the crossover, $x\gg1$. Then $\ln(2\sinh x)\to x$, the vibrations contribute only their zero-point energy, and $T_{1/2}\to\Delta E_0/[R\ln(g_H/g_L)]$. Softening still matters in this limit, but through the energy and not through the entropy.

As a worked example, take a model octahedral $d^6$ complex that passes from $S=0$ to $S=2$, with $g_L=1$ and $g_H=5$. The high-spin term of a strictly octahedral $d^6$ ion is an orbital triplet, so $g_H=5$ presumes a distortion that leaves one orbital component lowest by several $kT$. Let $\Delta E_{\rm el}=15.00$ kJ/mol. The metal and its six ligating atoms have 15 internal modes. Six stretches soften from 400 to 250 cm$^{-1}$, and nine bends from 200 to 150 cm$^{-1}$. These are chosen round parameters and do not describe a particular compound.

The zero-point energy changes by $-8.075$ kJ/mol, so $\Delta E_0=15.000-8.075=6.925$ kJ/mol. This is positive, and the conditions for a unique crossover hold. Solving $\Delta G=0$ gives $T_{1/2}=217.7$ K. Direct sums over the vibrational and spin levels give the same temperature, as the numerical output shows. At that temperature the vibrational part of the enthalpy difference is $-4.320$ kJ/mol, and

$$
\Delta H=15.000-4.320=10.680\ \text{kJ/mol},
$$

$$
\Delta S=13.38+35.67\approx49.06\ \text{J/(mol K)},\qquad
\frac{10680}{49.06}\approx217.7\ \text{K},
$$

where the last digit of the entropy sum reflects rounding of its terms. Spin degeneracy supplies 27.3% of the entropy difference and vibrations supply 72.7%.

The vibrational part divides further into 16.38 J/(mol K) from the stretches and 19.30 J/(mol K) from the bends. In the classical limit the order would be reversed: $6R\ln(400/250)\approx23.4$ J/(mol K) for the stretches against $9R\ln(200/150)\approx21.5$ J/(mol K) for the bends. The quantum reduction is larger for the stretches because, to leading order, it grows with $\nu_L^2-\nu_H^2$ for each mode. Stiff modes are partly frozen at this temperature and cannot deliver their full classical entropy.

The classical estimate of the crossover is $15000/58.36\approx257$ K, about 18% above the full result. With $C=532.5$ kJ K/mol the quadratic formula gives 214.5 K, about 1.5% below it. The quadratic formula does well here even though $x$ is of order one for the low-spin stretches, so this accuracy should not be assumed for stiffer modes or lower crossover temperatures.

The free energy gives a different division from the entropy. At $T_{1/2}$ the electronic cost of 15.00 kJ/mol is balanced by two contributions. The spin term is $217.71\times13.38$ J/mol, or 2.91 kJ/mol. The vibrational term is $4.32+217.71\times35.67/1000=12.09$ kJ/mol, the sum of an enthalpy reduction and an entropy gain. Spin thus pays about 19% of the electronic cost and softening about 81%. Neither pair of percentages is wrong; one divides $\Delta S$, and the other divides the free energy that offsets $\Delta E_{\rm el}$.

There is no corresponding unique division of $T_{1/2}$ in kelvin, because the answer depends on what is held fixed when one effect is removed. If softening is removed completely at fixed $\Delta E_{\rm el}$, the crossover moves to

$$
T_a=\frac{\Delta E_{\rm el}}{R\ln(g_H/g_L)}
=\frac{15000}{13.38}\approx1121\ \text{K}.
$$

If only its thermal part is removed, with the zero-point change retained in $\Delta E_0$, the result is

$$
T_b=\frac{\Delta E_0}{R\ln(g_H/g_L)}
=\frac{6925}{13.38}\approx518\ \text{K}.
$$

The order $T_{1/2}<T_b<T_a$ is general for softening modes with $\Delta E_0>0$ and $g_H>g_L$. To show this, write the free energy of a mode as $R\theta/2+RT\ln(1-e^{-\theta/T})$. Both terms increase with $\theta$, so softening lowers each of them. The zero-point term makes $\Delta E_0<\Delta E_{\rm el}$, which gives $T_b<T_a$. If $\Delta F_{\rm th}<0$ denotes the change in the thermal term, the crossover condition reads

$$
RT_{1/2}\ln\frac{g_H}{g_L}
=\Delta E_0+\Delta F_{\rm th}(T_{1/2})<\Delta E_0,
$$

which gives $T_{1/2}<T_b$. A third comparison keeps the softening and removes the spin degeneracy by setting $g_H/g_L=1$. The crossover then lies at 294.8 K, or 77 K above the full result. These numbers answer different questions and cannot be added to reconstruct $T_{1/2}$.

The separation can be applied to a measured equilibrium curve when the model assumptions hold. From $\ln K=-\Delta G/RT$ and $d\Delta G/dT=-\Delta S$,

$$
\frac{d\ln K}{dT}=\frac{\Delta S}{RT}+\frac{\Delta G}{RT^2}
=\frac{\Delta H}{RT^2},\qquad
\frac{d\ln K}{d(1/T)}=-\frac{\Delta H}{R}.
$$

The local slope at $T_{1/2}$ gives $\Delta H(T_{1/2})$, and division by $T_{1/2}$ gives $\Delta S(T_{1/2})$. Subtracting $R\ln5$ leaves the vibrational entropy. In a real sample this remainder also contains whatever the model has omitted.

The slope should be local because $\Delta H$ is not constant. In the example it rises from 9.40 kJ/mol at 150 K to 11.69 kJ/mol at 300 K, an increase of 24% relative to the lower value. Over the same interval $\Delta S$ rises from 41.9 to 53.0 J/(mol K). The spin term is constant in this model, so the whole variation is vibrational.

The steepness of the curve follows from $d\gamma/d\ln K=\gamma(1-\gamma)$, which equals $1/4$ at the midpoint. There $\Delta H=T_{1/2}\Delta S$, so

$$
\left.\frac{d\gamma}{dT}\right|_{T_{1/2}}
=\frac{\Delta H}{4RT_{1/2}^2}=\frac{\Delta S}{4RT_{1/2}}
\approx0.0068\ \text{K}^{-1}.
$$

The conversion is gradual: the high-spin fraction is 0.076 at 150 K and 0.84 at 300 K. A larger entropy difference at a given midpoint makes it steeper, whether the entropy comes from spin or from vibrations.

The crossover is also sensitive to the electronic energy. Keep the frequencies and degeneracies fixed and change $\Delta E_{\rm el}$ slightly. To remain at $\Delta G=0$, the changes must satisfy $d\Delta E_{\rm el}-\Delta S\,dT_{1/2}=0$, so

$$
\frac{dT_{1/2}}{d\Delta E_{\rm el}}=\frac1{\Delta S(T_{1/2})}.
$$

Here this is $1000/49.06\approx20.4$ K for each kJ/mol. An electronic-structure calculation that places the two spin states wrongly by 1 kJ/mol shifts the predicted midpoint by about 20 K, even if its vibrational entropy is correct. Agreement with a measured $T_{1/2}$ alone therefore cannot establish the separate contributions, since errors in energy and entropy can compensate.

The spin term $R\ln5$ assumes five nearly degenerate levels. An axial zero-field splitting of energy $D$ places them at $D(m^2-2)$ with $m=-2,\ldots,2$, where the constant keeps their mean at zero. The energies are $2D,-D,-2D,-D,2D$, and their mean square is $14D^2/5$. Expanding the spin partition function in $\beta=1/kT$ gives

$$
\ln Z_s=\ln5+\frac{\beta^2}{2}\frac{14D^2}{5}+O(\beta^3D^3).
$$

With $S/R=\ln Z_s-\beta\,d\ln Z_s/d\beta$, the quadratic term changes sign, and the entropy loss is $1.4R(D/kT)^2$ to leading order. For a splitting parameter of 10 cm$^{-1}$ the formula gives 0.051 J/(mol K) at the crossover, against 0.050 J/(mol K) from the diagonalized spin matrix. The crossover shifts by $-0.22$ K. It moves down despite the loss of entropy because the splitting also lowers the mean energy, by twice the corresponding loss in $TS$.

Orbital degeneracy can matter much more. If an orbital triplet remained fully degenerate, the high-spin degeneracy would be 15, the electronic entropy would rise from 13.38 to 22.52 J/(mol K), and the crossover would fall to 182.7 K. Suppose instead that the triplet is split, with its lowest component kept at the original energy and the others higher by $\delta_1$ and $\delta_2$. The factor 5 is then replaced by

$$
5\left(1+e^{-\delta_1/kT}+e^{-\delta_2/kT}\right),
$$

which lies between 5 and 15. At every temperature $\Delta G$ lies between the curves for these two degeneracies, so with the same frequencies the crossover lies between 182.7 and 217.7 K. This bracket neglects spin-orbit coupling. In an unsplit triplet that coupling divides the 15 states into groups of 3, 5 and 7, and for iron(II) the spacings are comparable with $kT$ at these temperatures. The sum over levels is then no longer 5 times an orbital factor, and the crossover can lie outside the bracket. Subtracting $R\ln5$ from a total entropy difference would then wrongly assign the orbital contribution to the vibrations. The separation into spin and softening is reliable only when the low-lying electronic levels are known well enough to justify the degeneracy that is used.

## Table of computed values

```
Electronic energy difference: 15.00 kJ/mol
Spin degeneracies L, H: 1, 5
Stretches: 6 modes, 400 -> 250 cm^-1
Bends: 9 modes, 200 -> 150 cm^-1
Zero-point energy difference: -8.075 kJ/mol
Energy difference at 0 K: 6.925 kJ/mol
Crossover temperature from dG = 0: 217.71 K
Crossover temperature from level sums: 217.71 K
dH at crossover: 10.680 kJ/mol
Vibrational part of dH at crossover: -4.320 kJ/mol
dS at crossover: 49.06 J/(mol K)
Spin entropy difference: 13.38 J/(mol K)
Vibrational entropy difference: 35.67 J/(mol K)
Stretch entropy difference: 16.38 J/(mol K)
Bend entropy difference: 19.30 J/(mol K)
Spin share of dS: 27.3 %
Vibrational share of dS: 72.7 %
Classical total entropy difference: 58.36 J/(mol K)
Quantum correction constant C: 532.5 kJ K/mol
Classical crossover estimate: 257.04 K
Quadratic crossover estimate: 214.50 K
Expansion error ratio, 1500 K / 3000 K: 7.985 (dimensionless)
Spin only, fixed electronic energy: 1120.94 K
Spin only, fixed 0 K energy: 517.52 K
Softening without spin degeneracy: 294.77 K
Crossover with high-spin degeneracy 15: 182.69 K
Entropy for degeneracy 15: 22.52 J/(mol K)
High-spin fraction slope at crossover: 0.00678 K^-1
Shift per 1 kJ/mol electronic energy: 20.38 K
Zero-field parameter D: 10.0 cm^-1
Zero-field entropy loss, diagonalized: 0.0496 J/(mol K)
Zero-field entropy loss, leading formula: 0.0508 J/(mol K)
Zero-field crossover shift: -0.223 K
At 150 K: dH = 9.403 kJ/mol, dS = 41.94 J/(mol K), high-spin fraction = 0.0762
At 200 K: dH = 10.393 kJ/mol, dS = 47.68 J/(mol K), high-spin fraction = 0.3739
At 250 K: dH = 11.132 kJ/mol, dS = 50.99 J/(mol K), high-spin fraction = 0.6852
At 300 K: dH = 11.685 kJ/mol, dS = 53.02 J/(mol K), high-spin fraction = 0.8445
```
